# Why equal work functions do not guarantee equal potentials of zero charge

Take two metal faces, A and B, with the same vacuum work function and the same electron distribution at the surface. Put both in one electrolyte, with no free charge on either. Suppose that wetting leaves the electrons of both metals undisturbed, and that the water touching B has no net orientation, while the water touching A turns its oxygen slightly towards the metal.

The water on A is then a sheet of negative charge next to the metal and an equal positive sheet a little farther out. Let $z$ point from metal to solution, let $q>0$ be the charge per area of the outer sheet, and let $\ell$ be the separation. Between the sheets the field is $-q/\varepsilon_0$, so the potential rises by $q\ell/\varepsilon_0$ on the way out. Seen from the solution, metal A lies lower by $q\ell/\varepsilon_0$. Nothing of the kind happens at B. The two uncharged metals sit at different electrode potentials, although their work functions are equal.

## The belief and its appeal

The belief is that the potential of zero charge, $E_{\rm pzc}$, is the work function $\Phi$ divided by $e$, minus a constant set by the reference electrode. Two metals with equal $\Phi$ should then share one $E_{\rm pzc}$.

There is good reason to be tempted. The work function measures how firmly a metal holds its electrons, and an uncharged electrode has no ionic double layer to add a voltage. The work function does enter with unit weight, as the next section shows. What the belief leaves out is that an interface without free charge can still carry a dipole, and that this dipole changes when vacuum is replaced by water.

## What the electrode potential measures

Consider uniform, ideally polarizable faces: no charge crosses the interface, and no ions adsorb specifically. Write the Fermi level as

$$\varepsilon_F=\mu-e\phi_M ,$$

where $e>0$, $\phi_M$ is the mean electrostatic potential inside the metal and $\mu$ is the remaining, bulk part of the electron's energy. An electron at rest just outside the bare face has energy $-e\phi_{\rm vac}$. Hence

$$\Phi=-e\phi_{\rm vac}-\varepsilon_F=e\chi-\mu,\qquad \chi=\phi_M-\phi_{\rm vac}.$$

Equal $\Phi$ thus permits different $\chi$, provided that $\mu$ differs to match.

Now wet the face at zero free charge. The potential step becomes

$$\phi_M-\phi_S=\chi+D ,$$

where $\phi_S$ is the potential inside the solution and $D$ is the change on wetting. A voltmeter compares Fermi levels, so $E=-(\varepsilon_F-\varepsilon_{\rm ref})/e$. With $\phi_S=0$, the reference level $\varepsilon_{\rm ref}$ is the same for both metals, and

$$E_{\rm pzc}=-\frac{\mu}{e}+\chi+D+\frac{\varepsilon_{\rm ref}}{e}
=\frac{\Phi}{e}+D+\text{constant}.$$

The separate values of $\chi$ and $\mu$ have recombined into $\Phi$. For two metals,

$$E_A-E_B=\frac{\Phi_A-\Phi_B}{e}+D_A-D_B .$$

The belief holds when $D_A=D_B$. With equal work functions, the whole offset is $D_A-D_B$.

To connect $D$ with charge, use Poisson's equation $\phi''=-\rho/\varepsilon_0$, where $\rho$ includes the charges within the water molecules. At zero free charge the field vanishes on both sides. Multiplying by $z$ and integrating by parts gives

$$-\frac{1}{\varepsilon_0}\int z\rho\,dz=\int z\phi''\,dz=[z\phi']-\int\phi'\,dz=\phi_M-\phi_S .$$

With $P=\int z\rho\,dz$, the dipole moment per area, the step is $-P/\varepsilon_0$. Therefore $D=-\Delta P/\varepsilon_0$, where $\Delta P$ is the change on wetting. Contributions common to both metals drop out of the offset. Two others are modelled here: the compression of the metal's electron tail and the orientation of the first water layer.

## The electron tail

Electrons spill a little way out of a metal. Closed-shell water molecules repel this tail and push part of it back. Does equal $\Phi$ make the effect equal?

Model the metal as a potential well for $z<0$, with its bottom at zero energy and the vacuum level at $E_F+\Phi$. Let $c=\hbar^2/2m$, $k_F^2=E_F/c$ and $k_0^2=(E_F+\Phi)/c$. A state with normal wave number $k$ is $\sqrt2\sin(kz+\delta)$ inside and decays as $e^{-\kappa z}$ outside, with $\kappa^2=k_0^2-k^2$. Continuity of value and slope requires $k\cot\delta=-\kappa$, so

$$\sin^2\delta=\frac{k^2}{k^2+\kappa^2}=\frac{k^2}{k_0^2},\qquad
|\psi_k|^2=\frac{2k^2}{k_0^2}e^{-2\kappa z}\quad(z>0).$$

For each $k$, the occupied wave vectors parallel to the surface fill a disk of area $\pi(k_F^2-k^2)$. With two spins this gives $(k_F^2-k^2)/2\pi$ electrons per area. In a metal of thickness $L$ the values of $k$ are spaced by $\pi/L$, and each normalized density is $|\psi_k|^2/L$. The sum becomes

$$n(z)=\frac{1}{2\pi^2}\int_0^{k_F}(k_F^2-k^2)|\psi_k|^2\,dk .$$

At the step,

$$n(0)=\frac{1}{\pi^2k_0^2}\left(\frac{k_F^5}{3}-\frac{k_F^5}{5}\right)
=\frac{2k_F^5}{15\pi^2k_0^2}.$$

Let both metals have $\Phi=4.30$ eV, with $E_F=10.0$ eV for A and 5.0 eV for B. For Fermi-level electrons moving normal to the surface, the density decays over the same length, 0.0471 nm. The densities at the step are nevertheless 40.2 and 10.9 nm$^{-3}$. Equal work functions fix the decay of these slowest-decaying states, not the amount of tail.

Represent the repulsion by an added barrier $V_s$ beyond $z=d$, where the decay constant becomes $\kappa'=\sqrt{\kappa^2+V_s/c}$. Up to a factor, the wet wave is

$$u=\cosh\kappa(d-z)+\frac{\kappa'}{\kappa}\sinh\kappa(d-z)\quad(0<z<d),$$

and $u=e^{-\kappa'(z-d)}$ farther out. Both forms have value 1 and slope $-\kappa'$ at $d$. For the inside wave $\sqrt2\sin(kz+\delta)$, the squared value plus the squared slope over $k^2$ equals 2. Matching at $z=0$ therefore fixes the factor:

$$|\psi_k|^2=\frac{2u(z)^2}{u(0)^2+u'(0)^2/k^2}.$$

The repulsion lowers the density everywhere outside. To see this, put $g=-u'/u$. Since $u''=\kappa^2u$ for $0<z<d$, $g'=g^2-\kappa^2$. Going inwards from $g=\kappa'>\kappa$ at $d$, $g$ falls towards $\kappa$ without crossing it. The wet wave thus starts smaller at $z=0$, because its slope there is steeper relative to its value, and it decays faster.

Let $\delta n<0$ be the change in density. The model returns the expelled electrons to a screening plane at $z_0=0$. Then $\Delta P=-e\int_0^\infty(z-z_0)\delta n\,dz$, and

$$D_{\rm el}=\frac{e}{\varepsilon_0}\int_0^\infty(z-z_0)\,\delta n\,dz<0 .$$

For $V_s=2.0$ eV and $d=0.10$ nm, $D_{\rm el}$ is $-0.048$ V for A and $-0.027$ V for B. The electronic offset is $-0.021$ V.

This ratio of about 1.8 is well below the density ratio of 3.7 at the step. Part of the reason lies in the dry tail, where A's lead has already fallen to a factor of 2.4 at the barrier. Let $w=c(k_F^2-k^2)$ be the depth of a state's normal energy below the Fermi level. Then $\kappa=\sqrt{(\Phi+w)/c}$ and $dk=-dw/(2ck)$, so

$$n(z)=\frac{1}{2\pi^2c^2k_0^2}\int_0^{E_F}w\,k(w)\,e^{-2\kappa(w)z}\,dw .$$

Far out, small $w$ dominates and $k(w)$ may be replaced by $k_F$. The remaining integral is then the same for both metals, leaving a prefactor proportional to $\sqrt{E_F}/(E_F+\Phi)$. Its ratio, A to B, is $\sqrt2\times9.3/14.3=0.92$. Metal A has more electrons close to the step, but its lead shrinks with distance, and somewhere between 0.6 and 1.0 nm it turns into a slight deficit. A high density at the surface is therefore a poor measure of how much tail the water meets. The electronic offset changes sign too, but only for a barrier about 0.7 nm away, where both steps are below a microvolt and no longer matter.

## The water layer

Place the first-layer molecules on a square lattice of spacing $a=0.31$ nm, which gives $N=10.41$ nm$^{-2}$. Each has a permanent normal dipole $ps_i$, with $p=0.60$ D. Here $s_i=+1$ means oxygen towards the metal, and $s_i=-1$ the reverse. An energy $-hs_i$ expresses the metal's preference.

Parallel neighbours depolarize one another. Let $T_{ij}=(a/r_{ij})^3$, summed over periodic copies, and let $b=\alpha/a^3$, where $\alpha=0.00145$ nm$^3$ is the polarizability volume. The induced dipoles are $-bTm$, so the total dipoles obey

$$m=ps-bTm,\qquad m=(1+bT)^{-1}ps .$$

The energy of the interacting dipoles, plus the cost of polarizing them, is

$$U=\frac{1}{8\pi\varepsilon_0a^3}\left[m^{\mathsf T}Tm+\frac{|m-ps|^2}{b}\right].$$

Since $m-ps=-bTm$, the bracket equals $m^{\mathsf T}T(1+bT)m=p\,m^{\mathsf T}Ts$. Adding the preference gives

$$U_{\rm tot}=\frac J2s^{\mathsf T}Ks-h\sum_is_i,\quad
K=T(1+bT)^{-1},\quad J=\frac{p^2}{4\pi\varepsilon_0a^3}=7.54\ \text{meV}.$$

Every row of $T$ has the sum $T_0=9.034$, so averaging $m$ over the sites gives $p\langle s\rangle/(1+bT_0)$. The contact step is

$$D_{\rm w}=-\frac{Np\langle s\rangle}{\varepsilon_0(1+bT_0)},\qquad 1+bT_0=1.440 .$$

If $h=0$, reversing every dipole leaves the energy unchanged, so $\langle s\rangle=0$. This was metal B in the opening case. If $h$ is very large, $\langle s\rangle$ tends to 1 and the step saturates.

Take $h=20.0$ meV for A and 5.0 meV for B at 298.15 K, where $kT=25.69$ meV. A Boltzmann average over all $2^{16}$ arrangements of a periodic $4\times4$ cell gives $\langle s\rangle=0.244$ and 0.061. For A,

$$D_{\rm w}=-\frac{(10.41\ \text{nm}^{-2})(0.60\ \text{D})(0.2437)}{1.440\,\varepsilon_0}=-0.398\ \text{V}.$$

For B the same expression gives $-0.099$ V. The water offset is $-0.299$ V.

Simple mean-field theory replaces the neighbours by their average:

$$s=\tanh\frac{h-J\bar Ks}{kT},$$

where $\bar K$ is the row sum of $K$ without its diagonal term. It gives 0.268 for A and 0.068 for B. Both calculations use the same cell and energies, so the difference is due to lateral correlations. With mean-field water the total offset is $-0.348$ V instead of $-0.320$ V, an overestimate in magnitude of about 9% relative to the enumeration. Sampling a $12\times12$ cell for A gives 0.245, close to the small-cell value.

## The number that refutes the belief

With $D=D_{\rm el}+D_{\rm w}$,

$$E_A-E_B=-0.021\ \text{V}-0.299\ \text{V}=-0.320\ \text{V}.$$

The work functions are equal, so the belief predicts zero. If both contact steps were held fixed, $\Phi_A$ would have to exceed $\Phi_B$ by 0.320 eV to bring the two potentials of zero charge together. In this example nearly all of the offset comes from water orientation, but that split follows from the chosen parameters: a 5 eV barrier at 0.05 nm would raise the electronic part to $-0.110$ V. The model does not say which part dominates at a real electrode.

The offset has a direct consequence for charge. Hold both metals at A's potential of zero charge. Metal A is uncharged, while B lies 0.320 V below its own zero-charge potential.

To find B's charge $\sigma$, treat the ions outside the compact layer as point charges in a 1:1 salt of number density $n_0$. With $y=e\phi/kT$, the Poisson–Boltzmann equation is $\phi''=(2en_0/\varepsilon\varepsilon_0)\sinh y$. Multiplying by $2\phi'$ and integrating from the bulk, where $\phi$ and $\phi'$ vanish, gives

$$(\phi')^2=\frac{4n_0kT}{\varepsilon\varepsilon_0}(\cosh y-1)
=\frac{8n_0kT}{\varepsilon\varepsilon_0}\sinh^2\frac y2 .$$

Gauss's law, $\sigma=-\varepsilon\varepsilon_0\phi'$, then gives $\sigma=\sigma_0\sinh(y/2)$, with $\sigma_0=\sqrt{8\varepsilon\varepsilon_0n_0kT}$. Adding the drop across a compact layer of constant capacitance $C_H$,

$$E-E_{\rm pzc}=\frac{\sigma}{C_H}+\frac{2kT}{e}\operatorname{arsinh}\frac{\sigma}{\sigma_0}.$$

For 10 mM salt, $\varepsilon=78.4$ and $C_H=25$ µC/(V cm$^2$), $\sigma_0=1.17$ µC/cm$^2$. The solution is $\sigma=-5.18$ µC/cm$^2$: the compact layer takes $-5.18/25=-0.207$ V and the diffuse layer $-0.113$ V, which add to $-0.320$ V. The point-ion concentration next to B is 0.80 M, far above the bulk value, so ion size and ion correlations may alter this charge. So may the water: charging B turns its molecules (in the water model, the unscreened field $\sigma/\varepsilon_0$ of this charge is worth about 50 meV per molecule after depolarization, ten times B's $h$, enough to reverse the mean orientation), and the constant $C_H$ is an assumed stand-in for that response, not a result of the water model above. None of this enters the zero-charge offset of the model.

## How far to trust the example

The model is meant for sp metals in a dilute aqueous salt whose ions do not adsorb specifically. The work function, water spacing and compact capacitance are of ordinary size for such electrodes. The barrier, its distance, the normal water dipole and the orientation preferences are chosen values, not measured properties of named metals, so $-0.320$ V illustrates the mechanism and predicts no particular pair.

Some changes to the model leave most of the offset in place. Including the images of the water dipoles in the metal shifts it by $+17$ mV if the image plane is 0.20 nm away, but by $+47$ mV at 0.15 nm. Warming the water layer to 333.15 K, with all other parameters fixed, shifts it by $+8$ mV. Moving the screening plane of both metals outwards by 0.02 nm shifts it by $+5$ mV, which is small against the total but about a quarter of the electronic part. The two planes need not lie at the same place, however. Moving A's plane alone outwards by about 0.04 nm cancels the electronic offset, and moving both planes to about 0.09 nm, the centroid of the removed electrons, cancels both electronic steps. The position $z_0=0$ is an assumption, so even the sign of that part is uncertain for real metals.

The model also assumes that no charge passes between metal and water, and even a small transfer would matter. A transfer of 0.01 electron per site over 0.10 nm, on one metal alone, makes a step of 0.188 V before depolarization, more than half the calculated offset. Its sign depends on the direction of transfer. Real surfaces in plating or polishing baths may also carry oxides, adsorbed ions or additives, and a polycrystalline surface exposes several faces. Each can change the contact dipole. Work functions are therefore a sound guide to differences in $E_{\rm pzc}$ between surfaces whose dipoles are known to change by nearly the same amount on wetting; otherwise those changes must be determined too. The main values are in the numerical output below.

## Computed values

```
Vacuum work function of A and B: 4.30 eV
Fermi energies A, B: 10.0, 5.0 eV
Repulsive step: 2.0 eV; its distance: 0.10 nm
Density decay length at Fermi level: 0.0471 nm
A: dry electron density at step: 40.17 nm^-3
A: electrons expelled from outside: 0.0306 nm^-2
A: electron contact step: -0.048 V
B: dry electron density at step: 10.92 nm^-3
B: electrons expelled from outside: 0.0173 nm^-2
B: electron contact step: -0.027 V
Water site spacing: 0.31 nm
Water site density: 10.41 nm^-2
Permanent normal water dipole: 0.60 D
Water polarizability volume: 0.00145 nm^3
Bare dipole coupling J: 7.54 meV
Square-lattice dipole sum: 9.0336 (dimensionless)
Electronic depolarization divisor: 1.440
Temperature: 298.15 K; kT: 25.69 meV
A: orientation preference h: 20.0 meV
A: mean orientation, enumeration: 0.2437
A: mean orientation, mean field: 0.2678
A: water contact step: -0.398 V
A: total D without common constant: -0.446 V
B: orientation preference h: 5.0 meV
B: mean orientation, enumeration: 0.0607
B: mean orientation, mean field: 0.0675
B: water contact step: -0.099 V
B: total D without common constant: -0.127 V
Electronic part of E_A - E_B: -0.021 V
Water part of E_A - E_B: -0.299 V
Total E_A - E_B at zero charge: -0.320 V
Offset from Poisson and Fermi levels: -0.320 V
Offset with mean-field water: -0.348 V
A: mean orientation in 12 x 12 cell: 0.2451
A: water-step change with larger cell: -2.2 mV
Salt concentration: 10.0 mM
Relative permittivity of water: 78.4
Compact capacitance: 25.0 uF/cm2
Diffuse charge scale sigma_0: 1.173 uC/cm2
Debye length: 3.04 nm
Charge of B at A's zero charge: -5.18 uC/cm2
Diffuse part of B's potential shift: -0.113 V
Point-ion contact concentration at B: 0.80 M
Image plane to water dipole: 0.20 nm
Offset change from image dipoles: 16.6 mV
Offset change at 333.15 K: 8.5 mV
Offset change, screening plane +0.02 nm: 4.8 mV
Step from 0.01 e/site over 0.10 nm: 0.188 V
```
